# The generalized Lyddane–Sachs–Teller relation for polar crystals, part 2

In an insulating ionic crystal, the ratio of the static permittivity $\varepsilon_0$ to the electronic one $\varepsilon_\infty$ follows from vibration frequencies. The oscillations are small and undamped, there are no free carriers, and the cell, of volume $\Omega$ with $N$ ions, keeps its shape. The algebra uses atomic units with $\mathbf D=\mathbf E+4\pi\mathbf P$, where $\mathbf E$ is the field averaged over a cell, and charges in units of $e$.

The ionic displacements $u$ obey $M\ddot u=-\Phi u+Z\mathbf E$, with masses $M$, zero-field force constants $\Phi$ and Born charges $Z$. The matrix $K=M^{-1/2}\Phi M^{-1/2}$ has eigenvectors $e_j$ and eigenvalues $\omega_j^2$. Sums and products run over the $3N-3$ optical modes; uniform translations do not couple to the field. With the mode dipoles $\mathbf z_j=Z^TM^{-1/2}e_j$, the permittivity is

$$
\varepsilon(\omega)=\varepsilon_\infty+\frac{4\pi}{\Omega}\sum_j\frac{\mathbf z_j\mathbf z_j^T}{\omega_j^2-\omega^2}.
$$

A wave has wavevector $\mathbf q=q\mathbf n$, with $\mathbf n$ a unit vector. It is much longer than the cell, yet $q\gg\sqrt{\varepsilon_0}\,\omega/c$, with $c$ the speed of light, so the transverse field is negligible. Its own field then lies along $\mathbf n$ and satisfies $\mathbf n\cdot\mathbf D=0$. A bar denotes a component along the wave, $\bar\varepsilon=\mathbf n^T\varepsilon\,\mathbf n$. The squared frequencies $\omega_j^2(\mathbf n)$, with this field included, are the optical eigenvalues of

$$
K(\mathbf n)=K+\kappa\,vv^T,\qquad v=M^{-1/2}Z\mathbf n,\qquad \kappa=\frac{4\pi}{\Omega\,\bar\varepsilon_\infty},
$$

where $v$ has the components $v_j=\mathbf n\cdot\mathbf z_j$. For any invertible symmetric matrix $A$,

$$
\det(A+\kappa vv^T)=\det A\,\big(1+\kappa\,v^TA^{-1}v\big).
$$

This gives the Lyddane–Sachs–Teller (LST) relation in its general form, for every direction $\mathbf n$:

$$
\boxed{\;\prod_{j=1}^{3N-3}\frac{\omega_j^2(\mathbf n)}{\omega_j^2}
=\frac{\mathbf n^T\varepsilon_0\,\mathbf n}{\mathbf n^T\varepsilon_\infty\,\mathbf n}\;}
$$

If $\mathbf n$ is a twofold axis or is perpendicular to a mirror plane, only the modes $m$ polar along it remain:

$$
\frac{\varepsilon_0}{\varepsilon_\infty}=\prod_m\frac{\omega_{\mathrm{LO},m}^2}{\omega_{\mathrm{TO},m}^2},
$$

with both permittivities taken along the axis. The longitudinal (LO) frequencies belong to waves along the axis, the transverse (TO) ones are the zero-field frequencies.

The determinant formula that led to the relation can also be used at a nonzero frequency. Let $A$ be the diagonal matrix with entries $\omega_j^2-\omega^2$, where $\omega$ differs from every $\omega_j$. Then $K(\mathbf n)-\omega^2$ is $A+\kappa vv^T$ in the space of optical modes, and

$$
\prod_j\frac{\omega_j^2(\mathbf n)-\omega^2}{\omega_j^2-\omega^2}
=1+\kappa\sum_j\frac{v_j^2}{\omega_j^2-\omega^2}
=\frac{\bar\varepsilon(\omega)}{\bar\varepsilon_\infty}.
$$

The last step uses $\kappa\bar\varepsilon_\infty=4\pi/\Omega$ and the mode sum for the permittivity. The zero-field frequencies of the modes with $v_j\neq0$, those with a dipole component along $\mathbf n$, are thus poles of $\bar\varepsilon(\omega)$: there a small field drives a large motion. The shifted frequencies are its zeros: there a field along $\mathbf n$ can exist with $\mathbf n\cdot\mathbf D=0$, without external charge. At $\omega=0$ the static relation returns. At frequencies far above the vibrations the product tends to 1, as it must when the ions no longer follow.

The order of poles and zeros follows from the slope. As a function of $s=\omega^2$,

$$
\frac{d\bar\varepsilon}{ds}=\frac{4\pi}{\Omega}\sum_j\frac{v_j^2}{(\omega_j^2-s)^2}>0
$$

wherever the function is finite, provided at least one mode is polar along $\mathbf n$. Suppose the poles are distinct. Just above a pole $\bar\varepsilon$ is large and negative, and it rises to large positive values just below the next, so it crosses zero once in between. Above the last pole it rises from large negative values to $\bar\varepsilon_\infty>0$, which gives one more zero. Below the first pole it is positive for all $s\ge0$, since it starts from $\bar\varepsilon_0>0$ and increases. Along a symmetry axis this means

$$
\omega_{\mathrm{TO},1}<\omega_{\mathrm{LO},1}<\omega_{\mathrm{TO},2}<\omega_{\mathrm{LO},2}<\dots
$$

If the frequencies are paired in this order, every factor of the product exceeds 1. Between a TO frequency and the LO frequency above it the permittivity is negative. Light polarized along the axis and travelling perpendicular to it obeys $q^2=\varepsilon\omega^2/c^2$, so in this interval $q$ is imaginary and the wave does not propagate.

A crystal computed from a definite set of forces shows these statements in numbers. The model crystal AX$_2$ has six ions in a tetragonal cell with edges $a=3.6$ Å and $c=5.2$ Å. The A ions sit at the corner and the centre of the cell. The X ions stand in columns parallel to $c$. Neighbouring columns are displaced in opposite directions, by $0.03\,c$ from the symmetric heights $0.25\,c$ and $0.75\,c$, which gives heights such as $0.22\,c$. Tetragonal hafnia has the same arrangement, but the parameters here are round numbers and the results are not predictions for hafnia. The masses are 180 u for A and 16 u for X, and the ionic charges are $+2$ and $-1$. Each X ion consists of a core of charge $+1$ and a massless shell of charge $-2$, joined by a spring of 40 eV/Å$^2$. The shells play the part of the electrons and supply $\varepsilon_\infty$. Further springs join neighbouring cores, the strongest being 15 eV/Å$^2$ for the short A–X bonds. Only the terms of second order in the displacements are computed. The chosen positions are taken as the equilibrium, which means that constant forces are assumed to balance there.

The two sides of the relation are computed separately. For the permittivities, a uniform field is applied and the cores and shells move to their new equilibrium; for $\varepsilon_\infty$ the cores are held. For the shifted frequencies, the Coulomb forces of a wave with the small wavevector $2\times10^{-4}$ Å$^{-1}$ are summed over the whole lattice, without use of $K(\mathbf n)$. The macroscopic field is then contained in the sum and need not be put in by hand. The Coulomb forces in the model act without delay, as if the speed of light were infinite, so the condition on $q$ is met at any nonzero wavevector. With the true speed of light this wavevector would be only about five times $\omega/c$ for the highest LO mode, and the transverse field would not yet be negligible. The squared frequencies obtained in this way agree with the eigenvalues of $K(\mathbf n)$ to a relative error of at most $1.6\times10^{-7}$, which tests the derivation of the field term.

The Born charge of an A ion is 3.26 along $a$ and 3.10 along $c$, although the ion carries a charge of 2. The excess comes from the shells of the X ions, which are displaced when the A ion moves and add to the polarization.

Along $c$ one mode is polar. Its energies are $\hbar\omega_{\mathrm{TO}}=0.0623$ eV and $\hbar\omega_{\mathrm{LO}}=0.0829$ eV, and the permittivities are $\varepsilon_0=4.704$ and $\varepsilon_\infty=2.660$. The left side, from the unrounded energies, and the right side, from the rounded permittivities, are

$$
\frac{\omega_{\mathrm{LO}}^2}{\omega_{\mathrm{TO}}^2}=1.769,\qquad
\frac{\varepsilon_0}{\varepsilon_\infty}=\frac{4.704}{2.660}=1.768 .
$$

The difference in the last digit comes from rounding the permittivities before division; the numerical output gives 1.76857 for both.

Along $a$ two modes are polar. The first pair lies at 0.0494 eV (TO) and 0.0530 eV (LO), the second at 0.0604 eV and 0.0819 eV, in the order derived above. The squared ratios are 1.147 and 1.837, and

$$
1.147\times1.837=2.107,\qquad
\frac{\varepsilon_0}{\varepsilon_\infty}=\frac{5.7414}{2.7245}=2.107 .
$$

Neither pair suffices alone. The second pair by itself would give $\varepsilon_0=1.837\times2.724=5.00$, which is 13 % below the true value for this model.

It is tempting to read each factor as the contribution of one mode to the permittivity, but the numbers forbid it. The mode sum gives

$$
\varepsilon_0=2.724+1.419+1.598=5.741,
$$

where the last two terms belong to the lower and the upper TO mode. This agrees with the value obtained from the applied field. The two modes contribute almost equally, yet their factors, 1.147 and 1.837, are very different. The reason is that the permittivity, including the part of the other mode, must vanish at each LO frequency. With the static contributions $C_1=1.419$ and $C_2=1.598$, the mode sum turns this condition into

$$
\varepsilon_\infty+\frac{C_1}{1-\omega^2/\omega_{\mathrm{TO},1}^2}+\frac{C_2}{1-\omega^2/\omega_{\mathrm{TO},2}^2}=0 .
$$

At the lower LO frequency the last term is about $+6.9$, so the first factor exceeds 1 by only $1.419/(2.724+6.9)\approx0.147$. At the upper LO frequency the middle term is about $-0.815$, so the second factor exceeds 1 by $1.598/(2.724-0.815)\approx0.837$. The order of the frequencies also sets a limit: the lower LO frequency is confined below the upper TO frequency, so the first factor cannot exceed $(0.0604/0.0494)^2\approx1.49$, however large the dipole of the lower mode. The contributions add, the factors multiply, and each LO frequency depends on all modes polar along the axis.

The factorized permittivity can be checked inside the first interval between TO and LO. At 0.0512 eV the squared frequency lies midway between $\omega_{\mathrm{TO},1}^2$ and $\omega_{\mathrm{LO},1}^2$, so the first factor is $-1$. With energies in eV, the second gives

$$
\varepsilon=-2.724\times\frac{0.08186^2-0.05122^2}{0.06040^2-0.05122^2}\approx-10.8 .
$$

The directly computed response of the driven cores and shells is also $-10.8$.

For a wave midway between the $a$ and $c$ axes, three modes with the zero-field energies 0.0494, 0.0604 and 0.0623 eV take part. Their dipoles lie along $a$ for the first two and along $c$ for the third, and the field mixes them. The shifted energies are 0.0514, 0.0612 and 0.0824 eV, and the product of the squared ratios is 1.940. The components of the permittivities along the wave are averages of the values along the two axes, so

$$
\frac{\bar\varepsilon_0}{\bar\varepsilon_\infty}=\frac{(5.741+4.704)/2}{(2.724+2.660)/2}=\frac{5.223}{2.692}=1.940 .
$$

A distorted copy of the crystal, in which the X ions are moved off their symmetric positions, tests the relation without the help of symmetry. In a direction along none of the cell edges both sides equal 1.985. Over all crystals and directions tested, the relative error of the relation is at most $2.2\times10^{-7}$.

The relation can also be read from frequencies to permittivity, to see what makes a permittivity large. Suppose that one polar TO mode, number 1, softens, so that $\omega_1\to0$ while its dipole along $\mathbf n$ and the other frequencies stay finite. Multiplying the relation by the product of the $\omega_j^2$ shows what happens to the shifted frequencies:

$$
\prod_j\omega_j^2(\mathbf n)=\prod_j\omega_j^2\Big(1+\kappa\sum_i\frac{v_i^2}{\omega_i^2}\Big)
\;\longrightarrow\;\kappa v_1^2\prod_{j\ne1}\omega_j^2>0 .
$$

The product of the shifted frequencies stays finite, and $\bar\varepsilon_0$ therefore grows as $1/\omega_1^2$. If the soft mode is degenerate, as in a cubic crystal or along $a$ in the model, its partners soften with it. They can be chosen with $v_j=0$, so they are not shifted and cancel from the relation, and the argument applies to the modes that remain. The field created by a longitudinal wave keeps that wave stiff even where the crystal has almost lost its resistance to a uniform polarization at zero field.

Away from this limit the LO frequencies change too, as a stiffer copy of the model shows. Raising all springs between cores by a factor 1.2 moves the TO energy along $c$ from 0.0623 to 0.0707 eV and the LO energy from 0.0829 to 0.0893 eV. The permittivity $\varepsilon_0$ falls from 4.70 to 4.25. The TO frequency alone would have suggested $4.70\times(0.0623/0.0707)^2=3.65$. The missing factor is the rise of the squared LO frequency, $(0.0893/0.0829)^2\approx1.16$, and $3.65\times1.16\approx4.2$.

The difference of the squared energies, by contrast, is $0.00298$ eV$^2$ in both crystals. The reason is that the trace of $K(\mathbf n)$ exceeds that of $K$ by

$$
\sum_j\big[\omega_j^2(\mathbf n)-\omega_j^2\big]=\kappa\,v^Tv ,
$$

which contains the Born charges, the masses, the cell volume and $\bar\varepsilon_\infty$. In this model the core springs enter none of them, because the Born charges and $\varepsilon_\infty$ are fixed by the response of the shells with the cores held in given positions. With one polar mode, the sum on the left has one nonzero term.

A soft mode helps the permittivity only if it is polar. The lowest optical mode of the model lies at 0.0208 eV, far below the polar ones. It is not shifted for waves along $a$ or $c$, so it has no dipole along these axes, nor along the second edge of the square base, which is equivalent to $a$. It contributes nothing to $\varepsilon_0$.

Several conditions limit the use of the relation. At wavevectors comparable with $\sqrt{\varepsilon_0}\,\omega/c$ or smaller, which for a crystal of large permittivity lies well above $\omega/c$, the transverse field can no longer be neglected, and the transverse vibrations combine with light. Free carriers add their own charge to Gauss's law and screen the field of the wave, so the lattice permittivity alone no longer determines the zeros. In a ferroelectric capacitor, the motion of domain walls can add to the slowly measured permittivity; it is not a small oscillation about one equilibrium, and it lies outside the relation. If a reference structure is unstable, with some $\omega_j^2<0$, the determinant identity still holds as algebra, provided no optical $\omega_j$ vanishes, but $\varepsilon_0$ is then not the response of a crystal that could exist in that state.

Damping does less harm than one might expect. Let a friction force $-\gamma M\dot u$ act on all ions with one constant $\gamma$. In the equations of motion $\omega^2$ is then replaced by $\omega^2+i\gamma\omega$, which vanishes at $\omega=0$, so $\varepsilon_0$ is unchanged. Each pole now satisfies $\omega^2+i\gamma\omega-\omega_j^2=0$. For weak damping its two roots have the form $\pm\omega'-i\gamma/2$, and their product, $-\omega'^2-\gamma^2/4$, equals $-\omega_j^2$. The squared modulus of the complex frequency is therefore $\omega_j^2$, and the same holds for the zeros. With this kind of friction the relation survives if squared moduli are used, whereas the squares of the real parts $\omega'$ would give a slightly different ratio.

## Table of computed values

```
cell edges a, c: 3.6, 5.2 angstrom
cell volume: 67.392 angstrom^3
height of X: 0.22 c
masses A, X: 180, 16 u
ion charges A, X: 2, -1 e
X core, shell charge: 1, -2 e
core-shell spring: 40 eV/angstrom^2
A-X springs short, long: 15, 12 eV/angstrom^2
X-X, A-A springs: 3, 2 eV/angstrom^2
small wavevector: 2.0e-04 1/angstrom
Born charge of A along a, c: 3.2605, 3.0990 e
lowest optical energy at zero field: 0.02078 eV
epsinf along a, c: 2.7245, 2.6599
eps0 along a, c: 5.7414, 4.7042
a, pair 1: TO 0.04944 eV, LO 0.05295 eV
a, pair 1: (LO/TO)^2 = 1.14736
a, pair 1: share of eps0 = 1.4191
a, pair 2: TO 0.06040 eV, LO 0.08186 eV
a, pair 2: (LO/TO)^2 = 1.83668
a, pair 2: share of eps0 = 1.5978
a: product of factors = 2.10734
a: eps0/epsinf = 2.10733
a: energy inside first TO-LO gap = 0.05122 eV
a: permittivity there = -10.844
c: TO 0.06230 eV, LO 0.08285 eV
c: (LO/TO)^2 = 1.76857
c: eps0/epsinf = 1.76857
oblique (a+c), zero field: 0.04944 0.06040 0.06230 eV
oblique (a+c), shifted: 0.05139 0.06119 0.08239 eV
oblique: product of factors = 1.93999
oblique: ratio of permittivities = 1.93999
core springs x 1.2, c: TO 0.07069 eV
core springs x 1.2, c: LO 0.08933 eV
core springs x 1.2, c: eps0 = 4.2479
distorted crystal: product of factors = 1.98481
distorted crystal: permittivity ratio = 1.98481
largest relative error, field term: 1.6e-07
largest relative error, LST relation: 2.2e-07
```
